# Magnon spin current from an insulating film in a uniform temperature gradient

A magnetic insulator carries no charge current, but its magnons carry angular momentum. An insulating film occupies \(0<x<d\). Its face at \(x=0\) lets no magnons through. Its face at \(x=d\) touches a perfect spin sink, which holds the magnon chemical potential \(\mu\) at zero. Heat flows steadily from the blocking face to the sink.

"Uniformly heated" here means that the temperature gradient is uniform: \(\theta=-dT/dx>0\) is constant. It does not mean a uniform temperature, for which nothing drives a current, nor a uniform heat source in the volume, which is treated in part (d). The effect on the gradient of the heat carried by the magnon current is neglected until part (g).

Let \(J\) be \(e\) times the number of magnons crossing unit area per unit time, counted positive towards the sink. No charge moves; the factor \(e\) merely gives \(J\) the unit A/cm². Each magnon carries angular momentum of magnitude \(\hbar\), so the angular momentum flux is \(\hbar J/e\). Let \(V=\mu/e\). The film has magnon conductivity \(\sigma\), magnon thermopower \(s\) and a loss coefficient \(g\), all constant. The problem is one-dimensional, steady and linear in the drive, and the magnons have the temperature of the lattice.

## (a) Find the equation for \(V\) and its boundary conditions.

**Solution.** Magnons drift down the gradients of chemical potential and of temperature:
\[
J=-\sigma\frac{dV}{dx}+J_T,\qquad J_T=-\sigma s\frac{dT}{dx}=\sigma s\theta .
\]
With \(s>0\), the thermal part \(J_T\) points from hot to cold, hence towards the sink.

Magnon number is not conserved. The lattice absorbs magnons where there is an excess (\(V>0\)) and creates them where there is a deficit (\(V<0\)). To first order the net loss is proportional to \(V\):
\[
\frac{dJ}{dx}=-gV .
\]
Since \(J_T\) is uniform, differentiating the first law gives \(dJ/dx=-\sigma V''\). Equating the two expressions,
\[
V''=\frac{V}{\lambda^2},\qquad \lambda=\sqrt{\sigma/g},
\]
where \(\lambda\) is the magnon spin diffusion length.

At the sink \(V(d)=0\). At the blocking face the total current vanishes, not the gradient of \(V\):
\[
J(0)=0\quad\Longrightarrow\quad \sigma V'(0)=J_T .
\]
This condition is the one place where the drive enters, because a uniform \(J_T\) has no divergence in the interior.

## (b) Find the profile of \(V\) and the current entering the sink.

**Solution.** Write the general solution with the distance from the sink as argument:
\[
V=A\sinh\frac{d-x}{\lambda}+B\cosh\frac{d-x}{\lambda}.
\]
The condition \(V(d)=0\) gives \(B=0\). Then \(V'=-(A/\lambda)\cosh[(d-x)/\lambda]\), and the blocking condition becomes
\[
-\frac{\sigma A}{\lambda}\cosh\frac d\lambda=J_T
\quad\Longrightarrow\quad
A=-\frac{\lambda J_T}{\sigma\cosh(d/\lambda)} .
\]
Hence
\[
V(x)=-\frac{\lambda J_T}{\sigma}\,\frac{\sinh[(d-x)/\lambda]}{\cosh(d/\lambda)} .
\]
Substitution in the transport law gives the current at every depth,
\[
J(x)=J_T\left[1-\frac{\cosh[(d-x)/\lambda]}{\cosh(d/\lambda)}\right].
\]
It vanishes at \(x=0\), as required. At \(x=d\) the numerator is \(\cosh0=1\), so
\[
\boxed{J(d)=J_T\left[1-\operatorname{sech}\frac d\lambda\right]}
\]

The negative \(V\) is a depletion. The gradient pulls magnons away from the blocking face, through which no replacements can come. The resulting slope of \(V\) drives a diffusive current backwards, against \(J_T\).

The emitted magnons are supplied by the lattice. Integrating the loss law and using \(J(0)=0\),
\[
J(d)=-g\int_0^dV\,dx
=\frac{g\lambda^2}{\sigma}J_T\,\frac{\cosh(d/\lambda)-1}{\cosh(d/\lambda)},
\]
and \(g\lambda^2/\sigma=1\) returns the boxed result. The emitted current is thus the net thermal generation of magnons in the depleted film.

As a numerical test, the two first-order laws were solved on 800 finite volumes for \(d/\lambda=0.1,\,0.3,\,1,\,3\) and \(5\). The emitted current agreed with the boxed formula to a largest relative difference of \(1.9\times10^{-7}\).

## (c) Examine thin and thick films, and find the thicknesses for 50 and 90 percent of saturation.

**Solution.** Let \(\delta=d/\lambda\). For a thin film \(\operatorname{sech}\delta=1-\delta^2/2+5\delta^4/24-\dots\), so
\[
\frac{J(d)}{J_T}=\frac{\delta^2}{2}\left(1-\frac{5\delta^2}{12}+\dots\right).
\]
One power of \(d\) comes from the volume in which magnons are generated. The other comes from the depletion, which is nearly linear, \(V\simeq-(J_T/\sigma)(d-x)\), and so grows in proportion to \(d\).

For a thick film \(\operatorname{sech}\delta\simeq2e^{-\delta}\), and \(J(d)/J_T\simeq1-2e^{-\delta}\). The depletion is then confined to a layer of thickness about \(\lambda\) at the blocking face, too far away to affect the sink.

Half of saturation requires \(\cosh\delta=2\), or \(d=1.317\lambda\). Ninety percent requires \(\cosh\delta=10\), or \(d=2.993\lambda\). These comparisons hold the gradient in the film fixed. If the temperature difference across the film were fixed instead, \(J_T\) would itself fall as \(1/d\).

## (d) How does the result depend on the uniform gradient and on the blocking face?

**Solution.** Let the drive \(J_T(x)\) vary with depth. From the loss law \(V=-J'/g\), so \(-\sigma V'=\lambda^2J''\), and the transport law becomes
\[
J''-\frac{J}{\lambda^2}=-\frac{J_T(x)}{\lambda^2},\qquad J(0)=0,\quad J'(d)=0 .
\]
The last condition is \(V(d)=0\) rewritten. Multiply by \(w=\sinh(x/\lambda)\), which obeys \(w''=w/\lambda^2\), and integrate:
\[
\bigl[wJ'-w'J\bigr]_0^d=-\frac1{\lambda^2}\int_0^d wJ_T\,dx .
\]
At \(x=0\) both \(w\) and \(J\) vanish. At \(x=d\) the bracket is \(-J(d)\cosh(\delta)/\lambda\). Therefore
\[
J(d)=\frac{1}{\lambda\cosh\delta}\int_0^d J_T(x)\sinh\frac x\lambda\,dx .
\]
A given thermal drive counts most when it acts close to the sink. A constant \(J_T\) gives \((\cosh\delta-1)/\cosh\delta\), as before.

Now heat the volume uniformly and let all the heat leave through the sink. The heat current, and with it the drive, grows linearly: \(J_T(x)=J_T(d)\,x/d\). Integration by parts gives
\[
\int_0^d x\sinh\frac x\lambda\,dx=\lambda d\cosh\delta-\lambda^2\sinh\delta,
\]
so that
\[
J(d)=J_T(d)\left[1-\frac{\tanh\delta}{\delta}\right].
\]
At \(d=\lambda\) this fraction is 0.238, against 0.352 for a uniform gradient equal to the one at the sink. The sech law therefore belongs to the uniform gradient.

The blocking face matters as much. If the gradient were uniform and both faces were perfect sinks, \(V(0)=V(d)=0\) would give \(V=0\) throughout and \(J=J_T\) at any thickness for which diffusion applies. The suppression in a thin film comes from the depletion that the blocking face creates.

## (e) Include a finite sink conductance and a temperature jump at the interface.

**Solution.** Let the magnons at the interface be hotter than the metal by \(\Delta T\). In linear response
\[
J(d)=G\,[V(d)+s\Delta T],
\]
where \(G\) is the conductance of the sink. The use of the bulk \(s\) here is justified in part (f) for a simple model.

Set \(C=\cosh\delta\) and \(S=\sinh\delta\), and write \(V=a\cosh(x/\lambda)+b\sinh(x/\lambda)\). The blocking condition gives \(b=\lambda J_T/\sigma\). At the sink
\[
V(d)=aC+\frac{\lambda J_T}{\sigma}S,\qquad
J(d)=J_T(1-C)-\frac{\sigma}{\lambda}aS .
\]
Eliminate \(a\) and use \(S^2-C^2=-1\):
\[
J(d)=J_T\,\frac{C-C^2+S^2}{C}-\frac\sigma\lambda\frac SC V(d)
=J_T(1-\operatorname{sech}\delta)-\frac\sigma\lambda\tanh\delta\,V(d).
\]
Insert \(V(d)=J(d)/G-s\Delta T\). The heat current is continuous. Its part \(sTJ\), carried by the magnon current, is the same in the film and at the interface and cancels. This leaves \(\kappa\theta=h\Delta T\), with \(\kappa\) the heat conductivity of the film and \(h\) the heat conductance of the interface, both defined at zero magnon current. Thus \(\Delta T=\ell\theta\) with \(\ell=\kappa/h\), and \(\sigma s\Delta T=\ell J_T\). Collecting the terms in \(J(d)\),
\[
J(d)=J_T\,\frac{1-\operatorname{sech}\delta+(\ell/\lambda)\tanh\delta}{1+r\tanh\delta},
\qquad r=\frac{\sigma}{\lambda G}.
\]

Without the jump, a very poor sink (\(r\tanh\delta\gg1\)) changes the thickness law. Since \((C-1)/S=\tanh(\delta/2)\),
\[
J(d)\simeq\frac{J_T}{r}\tanh\frac{d}{2\lambda},
\]
which is linear in the thickness for \(\lambda/r\ll d\ll\lambda\). For \(d\ll\lambda/r\) the sink no longer limits the current, and the quadratic law returns.

For a perfect sink (\(r=0\)), the jump adds to the ideal result the fraction
\[
\frac{\ell}{\lambda}\,\frac{S}{C-1}=\frac\ell\lambda\coth\frac{d}{2\lambda}.
\]
This grows as \(2\ell/d\) in a thin film. The interface drive equals the bulk drive at \(d=2\lambda\operatorname{artanh}(\ell/\lambda)\), close to \(2\ell\) when \(\ell\ll\lambda\).

## (f) Estimate the thermopower and evaluate a film with \(d=1000\) nm.

**Solution.** Take gapless magnons of energy \(\varepsilon=Dk^2\) with a constant scattering time \(\tau\). Let \(n(\varepsilon)\) be the Bose function. Near \(\mu=0\),
\[
\frac{\partial n}{\partial x}=\left(-\frac{\partial n}{\partial\varepsilon}\right)\left[\frac{d\mu}{dx}+\frac{\varepsilon}{T}\frac{dT}{dx}\right].
\]
The flux is \(-\tau\) times the sum of \(v_x^2\,\partial n/\partial x\) over all states. The density of states varies as \(\varepsilon^{1/2}\) and \(v_x^2\) averages to something proportional to \(\varepsilon\). Comparing the two driving terms,
\[
esT=\frac{\int\varepsilon^{5/2}(-n')\,d\varepsilon}{\int\varepsilon^{3/2}(-n')\,d\varepsilon}
=\frac{\tfrac52\Gamma(\tfrac52)\zeta(\tfrac52)}{\tfrac32\Gamma(\tfrac32)\zeta(\tfrac32)}\,k_BT .
\]
The second form follows by integrating each integral by parts. Since \(\Gamma(\tfrac52)=\tfrac32\Gamma(\tfrac32)\),
\[
s=\frac52\,\frac{\zeta(5/2)}{\zeta(3/2)}\,\frac{k_B}{e}=1.284\,\frac{k_B}{e}=110.6\ \mu\text{V/K}.
\]
At the interface, take a transfer rate to the metal's electrons proportional to \(\varepsilon\). With the density of states this gives the same weight \(\varepsilon^{3/2}\), and hence the same \(s\). The equality relies on the parabolic band (see part (g)).

The other inputs are rough values for a ferrimagnetic garnet film under a heavy-metal contact at 300 K: \(\lambda=1000\) nm, \(\sigma=5000\) S/cm and \(\theta=100\) K/cm. The drive is
\[
J_T=(5000\ \text{S/cm})(110.6\times10^{-6}\ \text{V/K})(100\ \text{K/cm})=55.3\ \text{A/cm}^2 .
\]
With \(\delta=1\) the ideal emitted current is
\[
J(d)=0.352\times55.3\ \text{A/cm}^2=19.5\ \text{A/cm}^2,
\]
an angular momentum flux of \(1.28\times10^{-10}\) J/m². The temperature falls by 10 mK across the film, so the coefficients barely change with temperature. At the blocking face
\[
\mu(0)=-e\lambda s\theta\tanh1=-0.84\ \mu\text{eV}.
\]

For the interface, take a spin conductance of \(1.0\times10^9\) S/cm². The metal adds a resistance in series. An electron carries \(\hbar/2\), and each spin species has half the metal's conductivity \(\sigma_N\), so \(J=-(\sigma_N/4)\,d(\mu_s/e)/dx\), where \(\mu_s\) is the difference of the two spin potentials. For a metal of thickness \(t\), spin diffusion length \(\lambda_N\) and a blocking outer face,
\[
G_N=\frac{\sigma_N}{4\lambda_N}\tanh\frac{t}{\lambda_N}=3.3\times10^{10}\ \text{S/cm}^2
\]
for \(\sigma_N=20\,000\) S/cm, \(\lambda_N=1.5\) nm and \(t=5\) nm. The series combination gives \(r=0.05\), which lowers the emitted current by 3.8 percent of its ideal value.

With \(\kappa=0.07\) W/(cm K) and \(h=2\times10^4\) W/(cm² K), \(\ell=35\) nm. The jump of 0.35 mK raises the current by 7.6 percent of its ideal value. Both effects together give 20.2 A/cm². At the same gradient, other thicknesses give:

| \(d\) (nm) | ideal \(J\) (A/cm²) | with interface (A/cm²) |
|---:|---:|---:|
| 100 | 0.28 | 0.47 |
| 300 | 2.4 | 2.9 |
| 1000 | 19.5 | 20.2 |
| 3000 | 49.8 | 49.2 |
| 10000 | 55.3 | 54.4 |

The correction changes sign with thickness. In a thin film the added fraction \((\ell/\lambda)\coth(\delta/2)\) is large. In a thick film it tends to \(\ell/\lambda=0.035\), which is less than the sink loss set by \(r=0.05\). Below about 70 nm the interface drive exceeds the bulk drive for these inputs.

## (g) Where do these numbers cease to be reliable?

**Solution.** Diffusion requires a mean free path much shorter than \(d\) and \(\lambda\). The Boltzmann model of part (f) gives \(\sigma=e^2N\tau/m\), with \(N\) the magnon density and \(m=\hbar^2/(2D)\). For \(D=5\) meV nm², the time \(\tau\) multiplied by the speed \(\sqrt{2k_BT/m}\) is about 7 nm. The condition holds well at 1000 nm and still reasonably at 100 nm.

Linear response is assured when \(|\mu|\) is small compared with the magnon gap, since the lowest states respond most strongly. How fast it fails beyond that depends on the loss mechanism. For a depletion equal to the gap quoted next, \(\sigma\) changes by about 1 percent, and the loss departs from linearity by 0.6 percent if the loss rate is proportional to \(\varepsilon\) but by 17.5 percent if it is the same for all states. In a field of 0.1 T the Zeeman gap is 11.6 µeV, and \(|\mu(0)|\) is 7 percent of it. Reversing the gradient turns the depletion into an accumulation of the same size, which is still well below the gap. Including the gap raises the estimated thermopower by about 3 percent.

The parabolic band is a weaker assumption. With a lattice length of 1.2 nm, the thermal wavevector \(\sqrt{k_BT/D}\) is 0.87 of the zone-boundary value, where a real band is no longer parabolic. The values of \(s\) and \(J_T\) are therefore order-of-magnitude estimates. As a measure of the sensitivity, a single nearest-neighbour cosine band with the same \(D\), gap and lattice length gives a bulk \(s\) of \(0.34\,k_B/e\) instead of \(1.32\,k_B/e\), and an interface value of \(0.53\,k_B/e\). The two are then unequal, and the relative contribution of the temperature jump grows by a factor of about 1.6. A real garnet has many magnon branches, so neither band is quantitative at 300 K. The parameter \(Z\) below, which varies as \(s^2\) at fixed \(\sigma\), is correspondingly uncertain. For a given \(d/\lambda\) and a uniform gradient, the ratio \(J(d)/J_T\) without interface corrections does not depend on them.

The uniform gradient is itself an approximation. By Onsager reciprocity the magnon current carries heat \(sTJ\), so a steady heat current fixes \(\kappa\theta+sTJ\), not \(\theta\) alone. Since \(J\) rises from zero at the blocking face, the gradient falls towards the sink. Let \(J_T\) be the drive at the blocking face and \(Z=s^2\sigma T/\kappa\). The transport law becomes \((1+Z)J=-\sigma V'+J_T\), and for a perfect sink without a temperature jump
\[
J(d)=\frac{J_T}{1+Z}\left[1-\operatorname{sech}\left(\sqrt{1+Z}\,\frac d\lambda\right)\right].
\]
The inputs above give \(Z=0.26\). At 1000 nm the gradient at the sink is then 9 percent lower than at the blocking face, and in a thick film about 21 percent lower. If 100 K/cm is the gradient at the blocking face, the emitted current at 1000 nm is 7 percent below the ideal value. If it is the mean gradient, the current is less than 2 percent below. These numbers take 0.07 W/(cm K) as the conductivity at zero magnon current. A bulk measurement has \(V=0\) and yields \(\kappa(1+Z)\). If 0.07 W/(cm K) is read that way, \(Z\) is about 0.355, the gradient falls by 11 and 26 percent, and the 7 percent deficit becomes about 10 percent.

Magnons also need a finite distance to reach the lattice temperature. If that distance is 10 nm and the magnon temperature gradient vanishes at both faces, the formula of part (d) gives a bulk contribution 2.2 percent below the ideal one. This is not the net change: the same flattening leaves the magnons at the sink hotter than the lattice by about \((10\ \text{nm})\,\theta\). By part (e), that excess adds a term which cancels the loss to leading order.

In a real garnet device \(\lambda\) itself is a large source of uncertainty. Values inferred for such films run roughly from tenths of a micrometre to ten micrometres, depending on the sample and on the method. At fixed \(J_T\) and \(d=1000\) nm, raising \(\lambda\) from 1000 to 10000 nm lowers the ideal fraction from 0.352 to 0.005. Real magnons also have a spread of lifetimes and velocities, so a single \(\lambda\) is an approximation whose error is not estimated here. The assumption of no temperature jump fails at real interfaces. With the inputs above, the jump alone raises the current by 7.6 percent at 1000 nm. The full interface correction, which includes the finite sink conductance, raises it by 3.5 percent at 1000 nm and by about 70 percent at 100 nm. A thickness series fitted with the sech law alone can therefore mislead. Fitted by least squares to the logarithms of the five corrected currents in the table, with \(J_T\) and \(\lambda\) free and equal weights, it gives \(\lambda\) of about 820 nm instead of 1000 nm. Without the 100 nm film it gives about 905 nm. The bias depends on the weighting: a fit to the currents themselves, which gives the thin films little weight, returns about 960 nm with or without the 100 nm film.

## Table of computed values

```
Largest relative error, emitted current: 1.9e-07
Half-saturation thickness / lambda: 1.3170
90 percent thickness / lambda: 2.9932
ROUGH INPUTS
Temperature: 300 K
Diffusion length: 1000 nm
Main film thickness: 1000 nm
Magnon conductivity: 5000 S/cm
Temperature gradient: 100 K/cm
Interface spin conductance: 1.00e+09 S/cm2
Metal conductivity: 20000 S/cm
Metal spin diffusion length: 1.5 nm
Metal thickness: 5.0 nm
Film heat conductivity: 0.070 W/(cm K)
Interface heat conductance: 2.00e+04 W/(cm2 K)
Magnon-phonon length: 10.0 nm
Magnetic field: 0.10 T
Exchange stiffness: 5.00 meV nm2
Lattice length: 1.20 nm
MAIN FILM
Thermopower factor s*e/kB: 1.2838
Magnon thermopower: 110.63 uV/K
Thermal drive J_T: 55.31 A/cm2
Emitted fraction: 0.3519
Emitted current: 19.47 A/cm2
Angular momentum flux: 1.281e-10 J/m2
Potential at blocking face: -0.843 ueV
Temperature drop across film: 10.00 mK
Fraction for uniform volume heating: 0.2384
THICKNESS TABLE: d nm | ideal fraction | ideal A/cm2 | with interface A/cm2
  100 | 0.00498 | 0.275 | 0.466
  300 | 0.04337 | 2.399 | 2.919
 1000 | 0.35195 | 19.467 | 20.151
 3000 | 0.90067 | 49.820 | 49.223
10000 | 0.99991 | 55.309 | 54.441
NEGLECTED EFFECTS, MAIN FILM
Metal spin conductance: 3.32e+10 S/cm2
Sink resistance ratio r: 0.0515
Change from finite sink: -3.77 percent
Thermal jump length: 35.0 nm
Interface temperature jump: 0.350 mK
Change from thermal jump: 7.57 percent
Thickness where jump equals bulk drive: 70.0 nm
Change from thermalization: -2.15 percent
Magnon mean free path: 6.77 nm
Magnon gap: 11.58 ueV
Thermopower change from gap: 2.88 percent
Blocking-face |mu| / gap: 0.0728
Thermal wavevector / zone boundary: 0.869
```
